# Saturation speed from optical-phonon emission with one scattering time

A carrier of charge magnitude $e$ and effective mass $m$ moves in a parabolic band, $E=mv^2/2$. A steady, uniform field exerts a force $eF$ on it along $+x$. The lattice is cold, so the carrier can emit optical phonons of energy $\hbar\omega$ but cannot absorb them. Emission occurs at a rate $\Gamma(E)$, which is zero for $E<\hbar\omega$. Every direction of motion is equally likely after an emission. Other scattering is absent until part (f). Angle brackets denote a steady average over carriers.

## (a) The two balances

**Question.** Write the steady balances of momentum and energy per carrier.

**Solution.** In a short time $dt$ the field adds momentum $eF\,dt$. A carrier with velocity component $v_x$ emits with probability $\Gamma\,dt$. Its momentum along the field is $mv_x$ before the emission and zero on average after it, because the final directions are isotropic. The mean loss is therefore $m\langle v_x\Gamma\rangle dt$, and a steady state requires

$$eF=m\langle v_x\Gamma\rangle .$$

The field does work at the rate $eFv_x$, and each emission removes $\hbar\omega$. Hence

$$eF\langle v_x\rangle=\hbar\omega\langle\Gamma\rangle .$$

Both equations hold within this model for any steady distribution with finite averages. They do not yet determine the drift speed, because $\langle v_x\Gamma\rangle$ and $\langle\Gamma\rangle$ are different averages.

## (b) One scattering time

**Question.** Assume that one mean time $\tau$ describes both losses. Find the drift speed $v=\langle v_x\rangle$ and the time $\tau$. What does the assumption neglect?

**Solution.** The assumption consists of two replacements:

$$\langle\Gamma\rangle=\frac1\tau,\qquad \langle v_x\Gamma\rangle=\frac{v}{\tau}.$$

The balances become

$$eF=\frac{mv}{\tau},\qquad eFv=\frac{\hbar\omega}{\tau}.$$

Multiply the first by $v$. Its left side is then $eFv$, as in the second, so the right sides are equal:

$$\frac{mv^2}{\tau}=\frac{\hbar\omega}{\tau}.$$

The time cancels, and the positive root is

$$v_s=\sqrt{\frac{\hbar\omega}{m}} .$$

The momentum balance then gives

$$\tau=\frac{mv_s}{eF}=\frac{\sqrt{m\hbar\omega}}{eF}.$$

The speed does not depend on the field, while the time between emissions falls as $1/F$. Between emissions a carrier drifts on average a distance $v_s\tau=\hbar\omega/(eF)$, over which the field supplies one phonon energy.

To see what was neglected, define

$$R=\frac{\langle v_x\Gamma\rangle}{\langle v_x\rangle\langle\Gamma\rangle}.$$

The balances of part (a) then read $eF=mRv\langle\Gamma\rangle$ and $eFv=\hbar\omega\langle\Gamma\rangle$. Multiplying the first by $v$ and equating gives

$$v^2=\frac{\hbar\omega}{mR}.$$

The single time amounts to $R=1$: it neglects the correlation between a carrier's velocity and its emission rate. If carriers moving fast along the field emit more often, then $R>1$ and the drift is slower than $v_s$.

## (c) Can the time be a constant?

**Question.** Suppose that $\tau$ is a fixed property of the material, the same at all energies far above $\hbar\omega$. Does the speed saturate?

**Solution.** Follow one free flight of duration $t$ that starts with velocity component $v_{0x}$. The energy gained from the field is

$$\Delta E=\frac m2\left[\left(v_{0x}+\frac{eFt}{m}\right)^2-v_{0x}^2\right]
=eFv_{0x}t+\frac{(eFt)^2}{2m}.$$

The starting direction is random and independent of $t$, so the first term averages to zero. With a constant rate the flight times have probability density $e^{-t/\tau}/\tau$, for which $\langle t^2\rangle=2\tau^2$. After the emission that ends the flight, the mean net gain is

$$\langle\Delta E\rangle-\hbar\omega=\frac{(eF\tau)^2}{m}-\hbar\omega .$$

This vanishes at one field only, $F_0=\sqrt{m\hbar\omega}/(e\tau)$. Above $F_0$ the carriers heat without limit. Below it, carriers far above the emission threshold lose energy on average; near the threshold the rate can no longer be treated as constant, and this balance does not apply. While they are hot, their drift speed is $eF\tau/m$, which is proportional to the field. A fixed time therefore gives no saturation in strong fields. Well below $F_0$ the emission threshold itself can hold the speed nearly constant, as part (d) shows.

A simulation of 200,000 carriers, started at $200\,\hbar\omega$ and followed for 20 flights at constant $\tau$, shows the change of sign. For forces of 0.7, 1.0 and 1.3 in units of $mv_s/\tau$, the gains per flight were $-0.511$, $-0.020$ and $0.681\,\hbar\omega$. The formula gives $-0.51$, $0$ and $0.69\,\hbar\omega$.

The result of part (b) thus needs a mean emission rate that grows in proportion to $F$. This can happen if the field heats the carriers and hotter carriers emit faster. Part (e) gives such a case.

## (d) Weak field: streaming motion

**Question.** Let emission be so fast above threshold that a carrier emits almost as soon as it reaches $E=\hbar\omega$. Find $v$ and $R$.

**Solution.** The emission leaves the carrier nearly at rest. It then accelerates uniformly to the threshold speed $v_{\rm th}=\sqrt{2\hbar\omega/m}$, emits, and starts again. The mean speed in uniform acceleration from rest is half the final speed:

$$v=\frac{v_{\rm th}}2=\sqrt{\frac{\hbar\omega}{2m}}=0.707\,v_s .$$

If one cycle lasts $t_c$, then $\langle\Gamma\rangle=1/t_c$. Every emission happens at $v_x=v_{\rm th}$, so $\langle v_x\Gamma\rangle=v_{\rm th}/t_c$. Hence $R=v_{\rm th}/(v_{\rm th}/2)=2$, in agreement with $v^2=\hbar\omega/(mR)$.

For a numerical comparison, take the rate

$$\Gamma(E)=\frac1\lambda\sqrt{\frac{2(E-\hbar\omega)}{m}}\qquad(E>\hbar\omega),$$

which is proportional to the density of final states in a parabolic band, with a coupling that does not depend on energy. The length $\lambda$ is the emission mean free path of a fast carrier. A Monte Carlo simulation with this rate at $eF\lambda=0.02\,\hbar\omega$ gave $v=0.697\,v_s$.

Streaming requires the time to emit above threshold to be much shorter than $t_c$, and other collisions to be rare during $t_c$. The second condition fails in a sufficiently weak field, because $t_c=mv_{\rm th}/(eF)$ becomes long.

## (e) Strong field: hot carriers

**Question.** With the same rate, find the energy distribution and the drift speed when typical energies greatly exceed $\hbar\omega$.

**Solution.** For $E\gg\hbar\omega$ the rate becomes $\Gamma=v/\lambda$, where in this part $v$ is the speed of an individual carrier and $v_d$ is the drift speed. Write the occupation as

$$f=f_0(E)+f_1(E)\cos\theta,\qquad |f_1|\ll f_0,$$

where $\theta$ is the angle between the velocity and the force. To leading order the field changes the occupation at the rate $-eF\,\partial f_0/\partial p_x=-eFv\cos\theta\,f_0'$, with $f_0'=df_0/dE$. Isotropic collisions return nothing to the $\cos\theta$ part, so they remove it at the rate $\Gamma f_1\cos\theta$. In the steady state

$$f_1=-\frac{eFv}{\Gamma}f_0'=-eF\lambda f_0'.$$

Now count carriers crossing an energy $E$. Let $g(E)$ be the density of states. The field raises energies at the rate $eFv\cos\theta$, and the angular average of $\cos^2\theta$ is $1/3$, so the upward flow is $g\,eFvf_1/3$. Emission carries down through $E$ the carriers that lie less than $\hbar\omega$ above it, a flow of approximately $\hbar\omega\,g\,\Gamma f_0$. The two flows cancel:

$$-\frac{(eF)^2v\lambda}{3}f_0'=\hbar\omega\frac v\lambda f_0
\quad\Rightarrow\quad
\frac{f_0'}{f_0}=-\frac{3\hbar\omega}{(eF\lambda)^2}.$$

The right side does not depend on energy, so $f_0$ is a Maxwell distribution, $f_0\propto e^{-E/kT_e}$, with

$$kT_e=\frac{(eF\lambda)^2}{3\hbar\omega}.$$

The assumption $kT_e\gg\hbar\omega$ requires $eF\lambda\gg\sqrt3\,\hbar\omega$. Then $f_1/f_0=eF\lambda/kT_e=3\hbar\omega/(eF\lambda)$ is small, as assumed.

The drift speed is the average of $v\cos\theta$. With the same factor $1/3$,

$$v_d=\frac{\int g\,v f_1\,dE}{3\int g f_0\,dE}
=\frac{eF\lambda}{3kT_e}\langle v\rangle
=\frac{\hbar\omega}{eF\lambda}\langle v\rangle .$$

For a Maxwell distribution, with $a=m/(2kT_e)$,

$$\langle v\rangle=\frac{\int_0^\infty v^3e^{-av^2}dv}{\int_0^\infty v^2e^{-av^2}dv}
=\frac{1/(2a^2)}{\sqrt\pi/(4a^{3/2})}
=\sqrt{\frac{8kT_e}{\pi m}} .$$

Inserting $kT_e$ cancels the field and the mean free path:

$$v_d=\frac{\hbar\omega}{eF\lambda}\sqrt{\frac{8(eF\lambda)^2}{3\pi m\hbar\omega}}
=\sqrt{\frac{8}{3\pi}}\,v_s=0.921\,v_s .$$

The speed saturates because $\langle\Gamma\rangle=\langle v\rangle/\lambda$ grows as $\sqrt{T_e}$, and so as $F$. Here $R=3\pi/8=1.18$, and the single-time estimate is about 9% above this limit. Simulations at $eF\lambda=6$ and $12\,\hbar\omega$ gave $0.909\,v_s$ and $0.920\,v_s$. The emission rate rose by a factor of 2.03 when the field doubled.

## (f) Warm lattice and elastic collisions

**Question.** How does the single-time result change when phonons can be absorbed? How does it change when elastic collisions also randomise the direction?

**Solution.** Let $N=1/(e^{\hbar\omega/kT}-1)$ be the phonon occupation at lattice temperature $T$. For hot carriers, emission and absorption have rates $(N+1)/\tau_0$ and $N/\tau_0$. Both randomise momentum, so their rates add in the momentum balance. Their energy changes have opposite signs, so the rates subtract in the energy balance:

$$eF=\frac{(2N+1)mv}{\tau_0},\qquad eFv=\frac{\hbar\omega}{\tau_0}.$$

Multiplying the first by $v$ and equating gives $v^2=\hbar\omega/[m(2N+1)]$. Since

$$2N+1=\frac{e^{\hbar\omega/kT}+1}{e^{\hbar\omega/kT}-1}=\coth\frac{\hbar\omega}{2kT},$$

the speed is

$$v=v_s\sqrt{\tanh\frac{\hbar\omega}{2kT}} .$$

In the hot limit of part (e), absorption divides both $f_1$ (at given $f_0'$) and $kT_e$ by $2N+1$. The relation $v_d=\hbar\omega\langle v\rangle/(eF\lambda)$ is unchanged, and $\langle v\rangle$ falls by $\sqrt{2N+1}$, so the factor 0.921 multiplies the warm-lattice speed. For $N=1$ this gives $0.532\,v_s$; a simulation at $eF\lambda=20\,\hbar\omega$ gave $0.524\,v_s$.

Now return to a cold lattice and add elastic collisions with a constant time $\tau_{\rm el}$. They enter the momentum balance alone:

$$eF=mv\left(\frac1\tau+\frac1{\tau_{\rm el}}\right),\qquad \frac1\tau=\frac{eFv}{\hbar\omega}.$$

Substitute the second equation into the first and multiply by $\hbar\omega/(eFm)$:

$$v^2+2bv-v_s^2=0,\qquad b=\frac{\hbar\omega}{2eF\tau_{\rm el}},$$

$$v=\sqrt{v_s^2+b^2}-b .$$

In a weak field $b\gg v_s$, and $v\simeq v_s^2/(2b)=eF\tau_{\rm el}/m$, which is ohmic motion. In a strong field $b\to0$ and $v\to v_s$.

## (g) Numbers in the regime of silicon

**Question.** Evaluate the result for rough, silicon-like electron parameters: $\hbar\omega=60$ meV, longitudinal and transverse masses $0.92\,m_e$ and $0.19\,m_e$, $\lambda=10$ nm, $T=300$ K and $F=0.1$ MV/cm. How far can the result be trusted?

**Solution.** Silicon suits the isotropic-scattering assumption because its coupling to high-energy phonons is non-polar. For electrons these phonons mainly scatter carriers between valleys, which the single-band model represents by one phonon energy. For equally filled valleys with a common $\tau$, velocities add in proportion to inverse masses. The cubic arrangement of valleys gives

$$\frac{m_e}{m}=\frac13\left(\frac1{0.92}+\frac2{0.19}\right)=3.87,\qquad m=0.258\,m_e .$$

In SI units $\hbar\omega=9.61\times10^{-21}$ J and $m=2.35\times10^{-31}$ kg, so

$$v_s=\sqrt{\frac{9.61\times10^{-21}}{2.35\times10^{-31}}}\ \text{m/s}
=2.02\times10^7\ \text{cm/s},$$

or 0.092 atomic units. The field supplies 10 meV per nanometre, so the cold-lattice estimate of part (b) gives a drift distance of 6 nm per emission and $\tau=30$ fs. A carrier drifting at $v_s$ would deliver about 2.0 eV/ps to the lattice; at the lower simulated speed given below, the figure is 1.4 eV/ps.

At 300 K, $N=0.109$ and the absorption factor is 0.906. With the hot-carrier factor, the strong-field limit for a single isotropic mass $m$ is $0.921\times0.906\times2.02\times10^7=1.69\times10^7$ cm/s. This is a limit of the model, not a prediction for silicon: as the speed approaches it, the mean carrier energy becomes comparable with the band gap, where a parabolic band without impact ionisation is no longer reliable. The main field is not in the strong-field regime, since $eF\lambda=100$ meV is only $1.7\,\hbar\omega$. Simulation with the isotropic mass $m$ and the lattice held at 300 K gave:

| $F$ (MV/cm) | $v$ ($10^7$ cm/s) | mean energy (meV) |
|---|---|---|
| 0.05 | 1.19 | 77 |
| 0.10 | 1.41 | 138 |
| 0.20 | 1.58 | 351 |

The speed still rises by 12% between the last two fields, so saturation is incomplete in this model. Real silicon differs: its measured electron speed is already nearly constant by 0.1 MV/cm, and 0.2 MV/cm is not far below the avalanche breakdown field of lightly doped material, about 0.3 MV/cm. At 0.10 MV/cm the speed is $0.70\,v_s$. This is close to the streaming value, but absorption is present and the mean energy exceeds $2\hbar\omega$, so the motion is not streaming.

Other omissions can be sized one at a time; the factors below multiply $v_s$ and are not meant to be combined into a prediction.

- **Elastic scattering.** An assumed $\tau_{\rm el}=0.1$ ps gives $b=0.30\times10^7$ cm/s at the main field and a factor of 0.86.
- **Nonparabolic band.** For $E(1+\alpha E)=p^2/(2m)$, differentiation with respect to $p$ gives $v=p/[m(1+2\alpha E)]$. With $p$ in the momentum balance, the speed is multiplied by $1/\sqrt{1+2\alpha E}$ at a typical energy $E$. For $\alpha=0.5$ eV$^{-1}$ and 138 meV the factor is 0.94. This rough estimate understates the effect at the main field, where the full reduction in the model is about twice as large. It leaves out the larger density of states, which raises the emission rate, and the weaker heating of the slower carriers, which moves them further from saturation.
- **Unequal valleys.** If the field lies along a cube axis and all electrons move to the two valleys that are heavy in that direction, the factor is $\sqrt{0.258/0.92}=0.53$. This compares the values of $v_s$ for an extreme filling and does not estimate the actual transfer. Before saturation the speed can fall by more. The rate $\Gamma(E)$ of a valley does not depend on the direction of motion, so carriers that move more slowly along the heavy axis travel a shorter distance between emissions. The effective $eF\lambda/\hbar\omega$ is reduced by the same factor 0.53, which leaves them further from the strong-field limit.
- **Ionisation and tunnelling.** A Maxwell distribution with the simulated mean energy has a fraction $3\times10^{-5}$ above a 1.1 eV gap at 0.10 MV/cm, but 2% at 0.20 MV/cm. In the last row of the table impact ionisation is therefore possible, and a single parabolic band is no longer reliable for the fastest carriers. A direct-tunnelling estimate with mass $0.2\,m_e$ has an exponent of 352 at the main field, so tunnelling is negligible there.
- **Degeneracy and lattice heating.** At $10^{17}$ carriers per cm$^3$ the occupancy at the band bottom would be about 0.004 for carriers in equilibrium at 300 K. Heating by the field spreads the carriers over more states and lowers it further, so degeneracy is negligible. The power density $neFv_s$ is $3.2\times10^{10}$ W/cm$^3$. With a heat capacity of 1.6 J/(cm$^3$ K) and no cooling, the lattice would warm by 20 K/ns, or by 14 K/ns at the simulated speed. A fixed 300 K thus implies short pulses, few carriers or effective cooling.

The measured saturated speed of electrons in silicon at room temperature is roughly $10^7$ cm/s, about half of $v_s$. The masses used are typical; 60 meV is near the top of the phonon spectrum, and $\lambda$ is a round choice. Real silicon breaks the assumption that every momentum-randomising collision costs a full 60 meV: acoustic and low-energy intervalley phonons randomise direction at a smaller energy cost. A constant elastic time cannot explain a lower saturated speed, because its effect vanishes in a strong field (part (f)). If instead the elastic rate stays a fixed multiple $r$ of the emission rate, the single-time momentum balance becomes $eF=(1+r)mv/\tau$, and the speed is lowered to $v_s/\sqrt{1+r}$ even in a strong field. The square-root formula gives the scale of the speed. Its dependence on phonon energy and mass holds in the cold-lattice limits of parts (d) and (e); on a warm lattice the absorption factor also depends on the phonon energy, and before saturation the speed depends on $eF\lambda/\hbar\omega$ as well. A device calculation needs the measured velocity–field curve or a full-band simulation. The values used here appear in the numerical output below.

## Table of computed values

```
Fixed time; force in m*v_s/tau, energy in phonon energies
force 0.7: speed/v_s 0.699, gain/flight -0.511
force 1.0: speed/v_s 0.992, gain/flight -0.020
force 1.3: speed/v_s 1.294, gain/flight 0.681
Streaming speed/v_s, simulated: 0.697
Streaming speed/v_s, limit: 0.7071
Hot speed/v_s at force 6, simulated: 0.909
Hot speed/v_s at force 12, simulated: 0.92
Hot speed/v_s, limit: 0.9213
Phonon rate ratio, force 12 to 6: 2.03
Hot speed/v_s at N=1, simulated: 0.524
Hot speed/v_s at N=1, limit: 0.5319
Phonon energy: 60 meV
Longitudinal mass: 0.92 m_e
Transverse mass: 0.19 m_e
Conductivity mass: 0.2583 m_e
Emission mean free path: 10 nm
Lattice temperature: 300 K
Main field: 0.1 MV/cm
Saturation speed v_s: 2.021e+07 cm/s
Saturation speed v_s: 0.09239 atomic units
Shared time at main field: 29.69 fs
Power per carrier: 2.021 eV/ps
Phonon occupation N: 0.1089
Absorption factor on speed: 0.9062
Hot-limit speed at 300 K: 1.687e+07 cm/s
Band gap used: 1.1 eV
Simulation at the lattice temperature:
0.05 MV/cm: speed 1.19e+07 cm/s
  speed/v_s 0.587, balance ratio R 2.89
  mean energy 77 meV, Maxwell tail above gap 2.6e-09
0.10 MV/cm: speed 1.41e+07 cm/s
  speed/v_s 0.696, balance ratio R 2.06
  mean energy 138 meV, Maxwell tail above gap 2.7e-05
0.20 MV/cm: speed 1.58e+07 cm/s
  speed/v_s 0.781, balance ratio R 1.64
  mean energy 351 meV, Maxwell tail above gap 2.4e-02
Elastic time assumed: 0.1 ps
Elastic factor on speed: 0.8625
Nonparabolicity: 0.5 1/eV
Nonparabolic factor, estimate: 0.9373
Factor if all fill heavy valleys: 0.5299
Tunnelling mass assumed: 0.2 m_e
Tunnelling exponent: 352
Carrier density assumed: 1e+17 cm^-3
Band-bottom occupancy at 300 K: 0.0036
Heat capacity assumed: 1.6 J/(cm^3 K)
Heating power density: 3.24e+10 W/cm^3
Lattice heating without cooling: 20.2 K/ns
```
